# Activation Energy of the Electron-Electron-Hole Auger Process in Parabolic Bands

**Q.** In this Auger process a conduction electron drops into a hole and hands the released energy to a second conduction electron. Energy is set free, not consumed. Why should there be an activation energy at all?

**A.** Because the second electron must take up momentum along with the energy. Let me fix the conventions. The gap $E_g$ is direct, with both band extrema at the same point, from which wave vectors are measured. The bands are isotropic and parabolic, with masses $m_c$ and $m_h$. A conduction electron has energy $\hbar^2k^2/2m_c$ above the conduction edge. An empty valence state of wave vector $\mathbf k_v$ lies $\hbar^2k_v^2/2m_h$ below the valence edge, and I describe it as a hole with $\mathbf q=-\mathbf k_v$.

Electrons $\mathbf k_1,\mathbf k_2$ go over into one electron in the valence state $\mathbf k_v$ and one in the conduction state $\mathbf k_f$. Crystal momentum gives $\mathbf k_1+\mathbf k_2=\mathbf k_f+\mathbf k_v$, or

$$\mathbf k_f=\mathbf k_1+\mathbf k_2+\mathbf q .$$

With energies measured from the conduction edge, energy conservation reads

$$\frac{\hbar^2k_1^2}{2m_c}+\frac{\hbar^2k_2^2}{2m_c}=\frac{\hbar^2k_f^2}{2m_c}-E_g-\frac{\hbar^2q^2}{2m_h}.$$

Moving the last two terms to the left,

$$\frac{\hbar^2k_f^2}{2m_c}=E_g+T,\qquad T=\frac{\hbar^2(k_1^2+k_2^2)}{2m_c}+\frac{\hbar^2q^2}{2m_h}.$$

If all three carriers sit at the band edges, the first condition gives $\mathbf k_f=0$, while the second demands a final kinetic energy $E_g$. Both cannot hold. The carriers must bring momentum with them, and momentum costs kinetic energy.

**Q.** Then the cheapest way is surely to let the heaviest carrier bring all of it. A heavy hole has much momentum for little energy.

**A.** A hole heavier than the two electrons together should bring most of it, but not all. Take a given total wave vector $\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf q$ and total mass $M=2m_c+m_h$. Number the carriers $i=1,2,3$, with masses $m_i=m_c,m_c,m_h$ and $\mathbf k_3=\mathbf q$. Give each one its share in proportion to its mass, plus a remainder:

$$\mathbf k_i=\frac{m_i}{M}\mathbf K+\mathbf p_i,\qquad \sum_i\mathbf p_i=0 .$$

The remainders sum to zero because the shares already add up to $\mathbf K$. Insert this in the kinetic energy:

$$\sum_i\frac{k_i^2}{m_i}=\frac{K^2}{M^2}\sum_i m_i+\frac{2}{M}\mathbf K\cdot\sum_i\mathbf p_i+\sum_i\frac{p_i^2}{m_i}=\frac{K^2}{M}+\sum_i\frac{p_i^2}{m_i}.$$

Multiplying by $\hbar^2/2$ gives

$$T=W+t,\qquad W=\frac{\hbar^2K^2}{2M},\qquad t=\sum_i\frac{\hbar^2p_i^2}{2m_i}\ge 0 .$$

Here $W$ is the energy of the common motion and $t$ that of the motion relative to it. For given $\mathbf K$ the least energy has $t=0$: all three carriers then have the same velocity $\hbar\mathbf K/M$. If the hole alone carried $\mathbf K$, the energy would be $\hbar^2K^2/2m_h$, which is larger because $m_h<M$.

**Q.** But $\mathbf K$ is not given. It is tied to $T$ through the final electron, so a minimum at fixed $\mathbf K$ may not be the minimum you need.

**A.** The tie can be solved for every allowed state. Since $\mathbf k_f=\mathbf K$, the final kinetic energy is

$$\frac{\hbar^2K^2}{2m_c}=\frac{M}{m_c}W .$$

Energy conservation becomes $(M/m_c)W=E_g+W+t$. Collecting $W$ and using $M-m_c=m_c+m_h$,

$$\frac{m_c+m_h}{m_c}\,W=E_g+t .$$

With $a=m_c/(m_c+m_h)$ this is $W=a(E_g+t)$, and therefore

$$T=W+t=aE_g+(1+a)\,t .$$

This holds for every initial state that obeys both conservation laws. The coefficient of $t$ is positive and $t\ge0$, so the least value is reached at $t=0$:

$$T_{\min}=E_g\,\frac{m_c}{m_c+m_h}.$$

It is a global minimum, since the argument did not rely on a stationary point.

**Q.** A lower bound is useful only if some state reaches it. Show me that state.

**A.** Put $\mu=m_h/m_c$. Equal velocities mean $\mathbf k_1=\mathbf k_2=\boldsymbol\kappa$ and $\mathbf q=\mu\boldsymbol\kappa$, hence $\mathbf k_f=(2+\mu)\boldsymbol\kappa$. Let $\varepsilon=\hbar^2\kappa^2/2m_c$ be the energy of each initial electron. The hole has $\hbar^2\mu^2\kappa^2/(2\mu m_c)=\mu\varepsilon$, and the final electron has $(2+\mu)^2\varepsilon$. Energy conservation then fixes $\varepsilon$:

$$(2+\mu)^2\varepsilon-(2+\mu)\varepsilon=(2+\mu)(1+\mu)\varepsilon=E_g .$$

So $\varepsilon=E_g/[(1+\mu)(2+\mu)]$. The initial total is $(2+\mu)\varepsilon=E_g/(1+\mu)$, which is the bound. The direction of $\boldsymbol\kappa$ is free because the bands are isotropic.

Take round model parameters: $E_g=800$ meV, $m_c=0.05\,m_0$ and $m_h=0.50\,m_0$, with $m_0$ the free-electron mass. Then $\mu=10$ and

$$\varepsilon=\frac{800}{11\times12}\ \text{meV}=6.06\ \text{meV}.$$

The hole has $60.6$ meV, and the total is $2\times6.06+60.6=72.7$ meV, or $0.0727$ eV. The final electron has $800+72.7=872.7$ meV. The wave vectors are $0.0892$ nm$^{-1}$ for each initial electron and $0.892$ nm$^{-1}$ for the hole. Their sum, $1.070$ nm$^{-1}$, is that of the final electron. The hole thus brings ten twelfths of both the momentum and the initial kinetic energy.

**Q.** Does the formula behave sensibly when the masses change?

**A.** For $m_h\gg m_c$ it tends to $E_gm_c/m_h$. The hole then supplies nearly all the momentum at small cost, and the threshold disappears as $m_h\to\infty$. For equal masses it gives $E_g/2$. For $m_h\ll m_c$ it approaches $E_g$: the hole brings almost no momentum, so each electron must supply half of $\mathbf k_f$. Each then has a quarter of the final energy. The two together have half of it, and the gap supplies the other half. The final energy is therefore $2E_g$ and the initial energy $E_g$.

These trends were tested by minimising over all nine wave-vector components with the two conservation laws imposed. At a gap of 800 meV and $m_c=0.05\,m_0$, hole masses of $0.01$, $0.05$, $0.10$ and $0.50\,m_0$ gave $666.67$, $400.00$, $266.67$ and $72.73$ meV, in agreement with the formula. Randomly drawn allowed states all lay above these values. For the heaviest hole, the lowest of them had $73.50$ meV.

**Q.** So far you have a threshold. An activation energy is a statement about temperature. How do you get from one to the other?

**A.** Through the occupation of the initial states. Assume non-degenerate carriers, so that Boltzmann statistics holds, and write $\beta=1/k_BT_L$, where $T_L$ is the temperature; the plain $T$ remains the kinetic energy. An electron state is occupied with probability $(n/N_c)e^{-\beta\hbar^2k^2/2m_c}$ and a hole state with $(p/N_v)e^{-\beta\hbar^2q^2/2m_h}$. Here $n$ and $p$ are the densities, and $N_c$ and $N_v$ are the effective densities of states that normalise the distributions. The product for three carriers is

$$f_1f_2f_h=\frac{n^2p}{N_c^2N_v}\,e^{-\beta T}.$$

The golden rule sums this product, times the squared matrix element $|\mathcal M|^2$ and an energy delta function, over the initial states. The final state is taken as empty. The result has the form $R=Cn^2p$, with

$$C\propto\left\langle|\mathcal M|^2\,\delta\!\left(\frac{\hbar^2K^2}{2m_c}-T-E_g\right)\right\rangle .$$

The average is over the normalised thermal distribution of three carriers. Every contributing state has $T\ge aE_g$, so a factor $e^{-\beta aE_g}$ can be taken out. What remains has to be shown to vary with temperature more slowly than an exponential.

**Q.** Then show it. The remaining factor could hide something.

**A.** Take $|\mathcal M|^2$ constant first. Then $C$ is proportional to $G$, the thermal average of the delta function alone. The Boltzmann exponent is $-\beta(W+t)$, and the change from $\mathbf k_i$ to common and relative wave vectors is linear, so $W$ and $t$ are independent random quantities. A quadratic energy $E$ with $d$ degrees of freedom has a density of states proportional to $E^{d/2-1}$. The common motion has $d=3$. The three $\mathbf p_i$ with zero sum leave $d=6$. The normalised densities are

$$P(W)=\frac{2\beta^{3/2}}{\sqrt\pi}W^{1/2}e^{-\beta W},\qquad P(t)=\frac{\beta^3}{2}t^2e^{-\beta t}.$$

The argument of the delta function is $(M/m_c)W-W-t-E_g=W/a-t-E_g$. As a function of $W$ it has slope $1/a$, so

$$\delta\!\left(\frac Wa-t-E_g\right)=a\,\delta\big(W-a(t+E_g)\big).$$

Integrating over $W$ replaces $W^{1/2}$ by $a^{1/2}(t+E_g)^{1/2}$ and $W+t$ by $aE_g+(1+a)t$. The factors of 2 cancel, leaving

$$G=\frac{a^{3/2}\beta^{9/2}}{\sqrt\pi}\,e^{-\beta aE_g}\int_0^\infty t^2(t+E_g)^{1/2}e^{-(1+a)\beta t}\,dt .$$

For $k_BT_L\ll E_g$ the integral comes from $t\ll E_g$, where $(t+E_g)^{1/2}\simeq E_g^{1/2}(1+t/2E_g)$. With $c=(1+a)\beta$, the integrals $\int_0^\infty t^2e^{-ct}dt=2/c^3$ and $\int_0^\infty t^3e^{-ct}dt=6/c^4$ give

$$G\simeq\frac{2a^{3/2}E_g^{1/2}\beta^{3/2}}{\sqrt\pi\,(1+a)^3}\,e^{-\beta aE_g}\left[1+\frac{3}{2(1+a)\beta E_g}\right].$$

Apart from the exponential there is a power $\beta^{3/2}$ and a small correction. The activation energy in the exponential is therefore

$$E_a=aE_g=E_g\,\frac{m_c}{m_c+m_h}.$$

The integral for $G$ was tested against a separate calculation, which obtains the distribution of the energy mismatch by Fourier inversion without using the relation between $W$ and $t$. They agreed to better than one part in $10^5$ of the Fourier value at all four temperatures used.

**Q.** If I plot $\ln C$ against $\beta$ at room temperature, will I read off $72.7$ meV?

**A.** No, not in this example. Take the logarithm of the last expression for $G$ and differentiate at fixed $E_g$. (A gap that shrinks on heating would make the slope larger.) The exponential gives $aE_g$, the power $\beta^{3/2}$ gives $-\tfrac32k_BT_L$, and the bracket gives a small positive term:

$$S=-\frac{d\ln C}{d\beta}\simeq E_a-\frac32k_BT_L+\frac{3(k_BT_L)^2}{2(1+a)E_g}.$$

At 300 K, $k_BT_L=25.85$ meV and $(1+a)E_g=872.7$ meV, so

$$S\simeq72.73-38.78+1.15=35.10\ \text{meV}.$$

The full calculation gives $34.99$ meV, about half of $E_a$. The last term is tied to the constant matrix element: an unscreened Coulomb factor $1/|\mathbf k_1+\mathbf q|^4$ in $|\mathcal M|^2$ leaves the first two terms alone but lowers the slope at 300 K to about $33$ meV. At 10 K it gives $71.44$ meV, close to $E_a$ as it should be. That low temperature serves to check the limit of the model: the exponential is then about $10^{-37}$, and any process left out of the model could dominate.

The same effect appears in the ratio of $G$ at 400 K to that at 300 K. The exponential alone would give $2.020$. The power law multiplies this by $(300/400)^{3/2}=0.650$, which makes $1.31$. The full ratio is $1.330$, and the bracket accounts for the remaining difference.

**Q.** I find it odd that a process with a threshold of $72.7$ meV should show a slope of $35$ meV. What does the slope measure?

**A.** It measures a difference of two mean energies. For a constant matrix element, $G$ is the integral of $e^{-\beta T}$ over the energy-conserving states, divided by the integral of $e^{-\beta T}$ over all states of three carriers. Differentiating the logarithm of each integral gives

$$S=\langle T\rangle_{\text{allowed}}-\langle T\rangle_{\text{all}},\qquad \langle T\rangle_{\text{all}}=\frac92k_BT_L .$$

The last value is that of nine quadratic degrees of freedom. At 300 K it is $116.3$ meV, so the allowed states have on average $35.0+116.3=151.3$ meV, about twice the threshold.

The average triple thus already has more kinetic energy than $E_a$. What it lacks is enough energy in the common motion. An allowed state needs $W=a(E_g+t)\ge72.7$ meV, whereas the thermal mean of $W$ is $\tfrac32k_BT_L=38.8$ meV.

**Q.** You kept the matrix element constant. At your threshold the two electrons have the same wave vector. If their spins are also equal, the Pauli principle forbids that state. Does the threshold move?

**A.** The threshold stays, but the power of temperature changes. For equal spins the direct and exchange amplitudes enter with opposite signs, so the total is odd under exchange of $\mathbf k_1$ and $\mathbf k_2$. It vanishes at $\mathbf k_1=\mathbf k_2$ and, if smooth there, begins linearly in $\mathbf k_1-\mathbf k_2=\mathbf p_1-\mathbf p_2$. Its square is quadratic in the relative wave vectors, and its average over all relative motions of the same $t$ is proportional to $t$ near threshold.

As a model, take the squared matrix element as exactly proportional to $t$, also away from threshold, and put this extra factor into the integral. A smooth deviation from proportionality leaves the two leading terms of the slope below unchanged, but it alters the last term, at room temperature possibly by more than that term's own size. The leading term is now $\int_0^\infty t^3e^{-ct}dt=6/c^4$, and the next one brings $\int_0^\infty t^4e^{-ct}dt=24/c^5$. The bracket becomes $1+(24/c^5)(c^4/6)/(2E_g)=1+2/(cE_g)$, and the power of $\beta$ is $\tfrac92-4=\tfrac12$. Therefore

$$S\simeq E_a-\frac12k_BT_L+\frac{2(k_BT_L)^2}{(1+a)E_g}.$$

At 300 K this is $72.73-12.93+1.53=61.33$ meV, against $61.15$ meV from the full calculation. The exponential is the same in both cases, yet the slopes of these two model matrix elements differ by $26$ meV. With unscreened Coulomb amplitudes, direct minus exchange, the second slope is about $56$ meV against about $33$ meV for the first, a difference of about $23$ meV. When $E_a$ is only $2.8\,k_BT_L$, as here, a slope cannot be turned into a threshold without knowing how the matrix element behaves. Pairs of opposite spin are under no such constraint. If their amplitude is finite at threshold, they dominate at low temperature and the first form of $S$ applies. For heavy holes in direct-gap III–V semiconductors this condition fails in the isotropic Kane model: the overlap between conduction and heavy-hole states vanishes when their wave vectors are collinear, as they are at threshold. The squared amplitude then begins in proportion to $t$ for opposite spins too, and within that model the second form is the better guide. The warping of real heavy-hole bands leaves a small collinear overlap along directions such as [110], so for a real crystal the vanishing is only approximate.

**Q.** Suppose I let the carrier densities follow the temperature instead of holding them fixed.

**A.** Then you measure a different quantity. In an intrinsic sample $n=p=n_i$, with $n_i^2=N_cN_ve^{-\beta E_g}$. The Auger recombination rate $Cn_i^3$ acquires a further factor $e^{-3\beta E_g/2}$, and its exponential contains $E_a+\tfrac32E_g$. The energy $E_a$ belongs to the coefficient $C$, that is, to the rate at fixed $n$ and $p$.

**Q.** The weakest point seems to me the final electron. You put it $873$ meV above the band edge and still call the band parabolic.

**A.** That is a real restriction. Its effect can be estimated by giving the final electron its own mass $m_f$, so that its energy is $\hbar^2K^2/2m_f$ over the range of $K$ that matters. Energy conservation is then $(M/m_f)W=E_g+W+t$, which gives

$$W=\frac{m_f}{M-m_f}(E_g+t),\qquad T_{\min}=E_g\,\frac{m_f}{2m_c+m_h-m_f}.$$

For $m_f=m_c$ the earlier result returns. A band that flattens at high energy has $m_f>m_c$, and the threshold rises: a larger $K$ is needed to reach the same final energy. For $m_f\ge M$ no initial state satisfies both laws in this model. The formula with $m_c$ alone therefore underestimates the threshold in a band that flattens in this way. The error can be large: in the example, $m_f=2m_c$ would raise the threshold from $72.7$ to $160$ meV. The value $72.7$ meV thus belongs to the parabolic model and should not be taken for that of a real semiconductor with the same gap and band-edge masses.

**Q.** Where else should I not use it?

**A.** In an indirect semiconductor such as silicon the band extrema lie at different wave vectors. The momentum balance then contains the offset between them, and the relation $\mathbf k_f=\mathbf K$, on which the bound rests, is lost. The bound also fails if a phonon or an impurity takes up momentum, because the carriers need not then supply all of it.

At high density the carriers become degenerate. For the electrons this happens as $n$ approaches $N_c$, which in the example is about $2.8\times10^{17}$ cm$^{-3}$ at 300 K. The occupation is no longer a Boltzmann factor, and $C$ itself depends on density. The minimum of $T$ is still a correct statement about the conservation laws, but it no longer acts as a simple activation energy.

The check's output lists the threshold state of the example, and the thermal average $G$ and both slopes at 10, 200, 300 and 400 K.

## Numbers as computed

```
gap E_g = 800.0 meV
electron mass m_c = 0.05 m_0, hole mass m_h = 0.50 m_0
Minimum initial kinetic energy, numerical and formula:
  m_h = 0.01 m_0: 666.67 and 666.67 meV; lowest random state 670.65 meV
  m_h = 0.05 m_0: 400.00 and 400.00 meV; lowest random state 412.63 meV
  m_h = 0.10 m_0: 266.67 and 266.67 meV; lowest random state 270.82 meV
  m_h = 0.50 m_0: 72.73 and 72.73 meV; lowest random state 73.50 meV
Threshold state of the example:
  each initial electron: 6.06 meV, k = 0.0892 1/nm
  hole: 60.61 meV, q = 0.892 1/nm
  final electron: 872.73 meV, k_f = 1.070 1/nm
  activation energy E_a = 72.73 meV = 0.0727 eV
Thermal density G of energy-conserving states and local Arrhenius slope
(slope 0: constant squared matrix element; slope 1: proportional to t):
  T = 10 K: kT = 0.862 meV, E_a/kT = 84.396, exp(-E_a/kT) = 2.224e-37
    G = 1.8758e-37 1/meV, low-T form 1.8731e-37 1/meV
    slope 0 = 71.44 meV (expansion 71.44), slope 1 = 72.30 meV (expansion 72.30)
  T = 200 K: kT = 17.235 meV, E_a/kT = 4.220, exp(-E_a/kT) = 1.470e-02
    G = 1.4247e-04 1/meV, low-T form 1.3845e-04 1/meV
    slope 0 = 47.35 meV (expansion 47.39), slope 1 = 64.74 meV (expansion 64.79)
  T = 300 K: kT = 25.852 meV, E_a/kT = 2.813, exp(-E_a/kT) = 6.001e-02
    G = 3.2093e-04 1/meV, low-T form 3.0764e-04 1/meV
    slope 0 = 34.99 meV (expansion 35.10), slope 1 = 61.15 meV (expansion 61.33)
  T = 400 K: kT = 34.469 meV, E_a/kT = 2.110, exp(-E_a/kT) = 1.212e-01
    G = 4.2677e-04 1/meV, low-T form 4.0371e-04 1/meV
    slope 0 = 22.82 meV (expansion 23.07), slope 1 = 57.81 meV (expansion 58.22)
G(400 K)/G(300 K) = 1.330; from the exponential alone 2.020
```
